# Simulating Debye Relaxation by Small Random Rotations: Bias and Sampling Error: a program that tests the result

```python
"""
Result under test: unit dipoles u turned by small Gaussian random rotations
have <u(0).u(t)> = exp(-2 D t) in the limit of small time steps.
At finite step dt the correlation after n steps is lambda1**n, where
lambda1 = [1 + 2 (1-y) exp(-y/2)]/3 and y = 2 D dt is the variance of each
component of the rotation vector. Bias = lambda1**n - exp(-2 D t).
Sampling error = sqrt(Var(q)/N), with q = u(0).u(t) and N dipoles.
D: rotational diffusion constant; tau = 1/(2D): Debye time.
In the simulations time is measured in units of tau.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy import integrate, linalg, optimize

rng = np.random.default_rng(20240611)


def rotate(u, w):
    """Turn the columns of u by the rotation vectors in the columns of w."""
    angle2 = (w * w).sum(axis=0)
    angle = np.sqrt(angle2)
    c = np.cos(angle)
    s = np.sin(angle) / angle
    k = (w * u).sum(axis=0) * (1 - c) / angle2
    out = np.empty_like(u)
    out[0] = c * u[0] + s * (w[1] * u[2] - w[2] * u[1]) + k * w[0]
    out[1] = c * u[1] + s * (w[2] * u[0] - w[0] * u[2]) + k * w[1]
    out[2] = c * u[2] + s * (w[0] * u[1] - w[1] * u[0]) + k * w[2]
    return out


def random_dipoles(number):
    u = rng.standard_normal((3, number))
    return u / np.sqrt((u * u).sum(axis=0))


def mean_cos(m, y):
    return (1 - m * m * y) * np.exp(-m * m * y / 2)


def lambda1(y):
    return (1 + 2 * mean_cos(1, y)) / 3


def lambda2(y):
    return (1 + 2 * mean_cos(1, y) + 2 * mean_cos(2, y)) / 5


def variance_q(y, n):
    return (1 + 2 * lambda2(y)**n) / 3 - lambda1(y)**(2 * n)


def legendre(l, x):
    return x if l == 1 else (3 * x * x - 1) / 2


# Step factors from their definition: average over angle and axis direction.
node_r, weight_r = np.polynomial.legendre.leggauss(200)
node_c, weight_c = np.polynomial.legendre.leggauss(20)
radius_r = 6 * (node_r + 1)
density = 6 * weight_r * np.sqrt(2 / np.pi) * radius_r**2
density = density * np.exp(-radius_r**2 / 2)


def factor_by_quadrature(l, y):
    cosine = np.cos(np.sqrt(y) * radius_r)[:, None]
    overlap = cosine + (1 - cosine) * node_c[None, :]**2
    return density @ legendre(l, overlap) @ (weight_c / 2)


for y_test in (0.01, 0.05, 0.5, 2.0):
    assert abs(factor_by_quadrature(1, y_test) - lambda1(y_test)) < 1e-10
    assert abs(factor_by_quadrature(2, y_test) - lambda2(y_test)) < 1e-10

# Sphere Laplacian diagonalized in x = cos(theta), against small rotations.
cells = 400
h = 2 / cells
faces = -1 + h * np.arange(cells + 1)
conduct = (1 - faces**2) / h**2
eigen = linalg.eigh_tridiagonal(conduct[:-1] + conduct[1:], -conduct[1:-1],
                                select='i', select_range=(0, 2))[0]
assert abs(eigen[0]) < 1e-6
for l in (1, 2):
    small = 1e-3
    rate = -2 * np.log(factor_by_quadrature(l, small)) / small
    assert abs(rate - eigen[l]) < 3e-3

# Expansion of the logarithmic decay per step.
Y = sp.symbols('Y')
log_factor = sp.log((1 + 2 * (1 - Y) * sp.exp(-Y / 2)) / 3)
series = sp.series(log_factor, Y, 0, 4).removeO()
coefficients = [sp.simplify(series.coeff(Y, k)) for k in (1, 2, 3)]
assert coefficients == [-1, -sp.Rational(1, 12), -sp.Rational(1, 72)]

# Friction of a turning sphere from the surrounding viscous flow.
r, th, A, eta_s, om = sp.symbols('r theta A eta omega', positive=True)
flow = om * A**3 * sp.sin(th) / r**2
stokes = (sp.diff(r**2 * sp.diff(flow, r), r) / r**2
          + sp.diff(sp.sin(th) * sp.diff(flow, th), th) / (r**2 * sp.sin(th))
          - flow / (r**2 * sp.sin(th)**2))
assert sp.simplify(stokes) == 0
traction = (eta_s * r * sp.diff(flow / r, r)).subs(r, A)
torque = -sp.integrate(sp.expand(traction * 2 * sp.pi * A**3
                                 * sp.sin(th)**2), (th, 0, sp.pi))
assert sp.simplify(torque - 8 * sp.pi * eta_s * A**3 * om) == 0


# Position of the loss peak from the transform of the exponential decay.
def loss(w):
    return w * integrate.quad(lambda t: np.exp(-t), 0, np.inf,
                              weight='cos', wvar=w)[0]


peak = optimize.minimize_scalar(lambda w: -loss(w), bounds=(0.3, 3),
                                method='bounded').x
assert abs(peak - 1) < 1e-3

# Physical example: rough values for CdSe nanocrystals in toluene.
radius = 3e-9
viscosity = 0.56e-3
temperature = 298.0
dipole_debye = 50.0
kT = const.k * temperature
friction = 8 * np.pi * viscosity * radius**3
D = kT / friction
tau = 1 / (2 * D)
print(f"radius {radius*1e9:.1f} nm, viscosity {viscosity*1e3:.2f} mPa s")
print(f"temperature {temperature:.0f} K, dipole {dipole_debye:.0f} D")
print(f"friction 8 pi eta a^3 = {friction:.3e} N m s")
print(f"D = {D*1e-6:.2f} per microsecond")
print(f"Debye time tau = {tau*1e9:.1f} ns")
print(f"loss-peak frequency = {peak/(2*np.pi*tau)*1e-6:.2f} MHz")

# Best split of a fixed number of dipole-steps up to t = tau.
budget = 10**6
exact = np.exp(-1)
c_bias = exact / 12
v_limit = (1 + 2 * np.exp(-3)) / 3 - np.exp(-2)
n_formula = (2 * c_bias**2 * budget / v_limit)**(1 / 3)
trial_n = np.arange(1, 201)
square_error = ((lambda1(1 / trial_n)**trial_n - exact)**2
                + variance_q(1 / trial_n, trial_n) * trial_n / budget)
n_search = int(trial_n[np.argmin(square_error)])
assert abs(n_search - n_formula) <= 2
n_tau = int(round(n_formula))
N_main = budget // n_tau
y_main = 1 / n_tau
print(f"budget {budget} dipole-steps: c = {c_bias:.5f}, v = {v_limit:.4f}")
print(f"best n: formula {n_formula:.2f}, direct search {n_search}")
print(f"main run: {n_tau} steps per tau, N = {N_main} dipoles")
print(f"dt = {tau/n_tau*1e9:.2f} ns, y = 2 D dt = {y_main:.4f}")
print(f"rms angle per component = {np.degrees(np.sqrt(y_main)):.1f} deg")
print(f"lambda1 = {lambda1(y_main):.6f}, exp(-y) = {np.exp(-y_main):.6f}")
excess = -np.log(lambda1(y_main)) / y_main - 1
print(f"D_eff/D - 1 = {excess*100:.3f} %, D dt/6 = {y_main/12*100:.3f} %")
print(f"predicted rms error at tau = {np.sqrt(square_error[n_tau-1]):.5f}")

# Main run.
start = random_dipoles(N_main)
u = start.copy()
print("t/tau: simulated, exp(-t/tau), predicted bias, standard error")
report = {n_tau // 2, n_tau, 2 * n_tau, 3 * n_tau}
for step in range(1, 3 * n_tau + 1):
    u = rotate(u, np.sqrt(y_main) * rng.standard_normal((3, N_main)))
    if step in report:
        t = step * y_main
        q = (start * u).sum(axis=0)
        bias = lambda1(y_main)**step - np.exp(-t)
        error = np.sqrt(variance_q(y_main, step) / N_main)
        assert abs(q.mean() - np.exp(-t) - bias) < 4 * error
        second = legendre(2, q)
        second_error = second.std() / np.sqrt(N_main)
        assert abs(second.mean() - lambda2(y_main)**step) < 4 * second_error
        print(f"{t:.2f}: {q.mean():.5f}, {np.exp(-t):.5f}, "
              f"{bias:.5f}, {error:.5f}")
        if step == n_tau:
            print(f"  P2 at tau: {second.mean():.5f} +- {second_error:.5f}, "
                  f"exp(-3) = {np.exp(-3):.5f}")
length_error = np.max(np.abs((u * u).sum(axis=0) - 1))
assert length_error < 1e-12
print(f"largest error of |u|^2 = {length_error:.1e}")

# Coupled coarse and fine paths, both ending at t = tau.
N_pair = 300000
print(f"coupled runs to tau, N = {N_pair}")
print("n: coarse-fine, its error, predicted; bias est., exact bias")
for n in (2, 4, 8, 16):
    start = random_dipoles(N_pair)
    coarse = start.copy()
    fine = start.copy()
    width = np.sqrt(1 / (2 * n))
    for _ in range(n):
        first_turn = width * rng.standard_normal((3, N_pair))
        second_turn = width * rng.standard_normal((3, N_pair))
        fine = rotate(rotate(fine, first_turn), second_turn)
        coarse = rotate(coarse, first_turn + second_turn)
    q_coarse = (start * coarse).sum(axis=0)
    q_fine = (start * fine).sum(axis=0)
    difference = q_coarse - q_fine
    gap = difference.mean()
    gap_error = difference.std() / np.sqrt(N_pair)
    gap_predicted = lambda1(1 / n)**n - lambda1(1 / (2 * n))**(2 * n)
    true_bias = lambda1(1 / n)**n - exact
    assert abs(gap - gap_predicted) < 4 * gap_error
    assert -gap > 3 * gap_error
    # Doubling the gap leaves a residue of second order in the step.
    assert abs(2 * gap - true_bias) < 8 * gap_error + 0.02 / n**2
    print(f"{n}: {gap:.5f}, {gap_error:.5f}, {gap_predicted:.5f}; "
          f"{2*gap:.5f}, {true_bias:.5f}")
    if n == 2:
        direct = q_coarse.mean() - exact
        direct_error = q_coarse.std() / np.sqrt(N_pair)
        assert abs(direct - true_bias) < 4 * direct_error
        print(f"  direct error at n=2: {direct:.5f} +- {direct_error:.5f}")

# Noise left by the coupling, and extrapolation without the exact answer.
second_moment = (1 + 2 * np.exp(-3)) / 3
noise_predicted = np.sqrt((1 - second_moment) / (8 * n))
noise_independent = np.sqrt(q_coarse.var() + q_fine.var())
assert abs(difference.std() / noise_predicted - 1) < 0.10
print(f"noise per pair, n={n}: {difference.std():.4f}, "
      f"predicted {noise_predicted:.4f}")
print(f"independent paths: {noise_independent:.4f}, variance gain "
      f"{(noise_independent/difference.std())**2:.0f}")
extrapolated = 2 * q_fine - q_coarse
extra_error = extrapolated.std() / np.sqrt(N_pair)
assert abs(extrapolated.mean() - exact) < 4 * extra_error
print(f"extrapolated C(tau) = {extrapolated.mean():.5f} +- "
      f"{extra_error:.5f}, exp(-1) = {exact:.5f}")

# Sampling error measured from the scatter of independent batch means.
variance_fine = variance_q(1 / (2 * n), 2 * n)
assert abs(q_fine.var() / variance_fine - 1) < 0.02
print(f"Var q, {2*n} steps: {q_fine.var():.4f}, formula {variance_fine:.4f}")
for batch in (100, 1000):
    scatter = q_fine.reshape(-1, batch).mean(axis=1).std(ddof=1)
    predicted = np.sqrt(variance_fine / batch)
    count = N_pair // batch
    assert abs(scatter / predicted - 1) < 4 / np.sqrt(2 * count)
    print(f"batch N={batch}: scatter {scatter:.5f}, formula {predicted:.5f}")

# Sizes of neglected effects; material inputs are rough values.
particle_density = 5800.0
solvent_density = 867.0
permittivity = 2.4
volume_fraction = 1e-3
size_spread = 0.05
axis_ratio = 1.1
field = 1e5
viscosity_slope = 0.011
warming = 5.0
mass = particle_density * 4 * np.pi * radius**3 / 3
inertia_time = 0.4 * mass * radius**2 / friction
solvent_time = solvent_density * radius**2 / viscosity
print(f"inertia time {inertia_time*1e12:.1f} ps (density "
      f"{particle_density/1000:.1f} g/cm3)")
print(f"solvent memory {solvent_time*1e12:.1f} ps (density "
      f"{solvent_density/1000:.2f} g/cm3)")
assert max(inertia_time, solvent_time) < 0.05 * tau / n_tau

gh_x, gh_w = np.polynomial.hermite_e.hermegauss(30)
scaled_radius = 1 + size_spread * gh_x
# Weights beyond eight standard deviations are negligible.
keep = np.abs(gh_x) < 8
average = np.sum(gh_w[keep] * np.exp(-3 / scaled_radius[keep]**3))
average = average / gh_w[keep].sum()
print(f"radius spread {size_spread*100:.0f} %: tau of one-sigma particle "
      f"{((1+size_spread)**3-1)*100:+.1f} %")
print(f"  ensemble C(3 tau) changes by {(average/np.exp(-3)-1)*100:+.1f} %")

# The friction of an equal-volume spheroid must lie between sphere bounds.
long_axis = axis_ratio**(2 / 3)
short_axis = axis_ratio**(-1 / 3)


def shape_integral(axis):
    return integrate.quad(lambda s: 1 / ((axis**2 + s)
                          * np.sqrt(long_axis**2 + s)
                          * (short_axis**2 + s)), 0, np.inf)[0]


spheroid = 2 * (long_axis**2 + short_axis**2) / (
    3 * (long_axis**2 * shape_integral(long_axis)
         + short_axis**2 * shape_integral(short_axis)))
assert short_axis**3 < spheroid < long_axis**3
print(f"axis ratio {axis_ratio:.1f}: tau factor between "
      f"{short_axis**3:.2f} and {long_axis**3:.2f}")

dipole = dipole_debye * 1e-21 / const.c
contact = 2 * dipole**2 / (4 * np.pi * const.epsilon_0 * permittivity
                           * (2 * radius)**3 * kT)
neighbours = volume_fraction * (4**3 - 2**3)
print(f"contact dipole energy {contact:.2f} kT (permittivity "
      f"{permittivity:.1f})")
print(f"neighbours within 4 radii {neighbours:.3f} (volume fraction "
      f"{volume_fraction*100:.1f} %)")
print(f"field energy mu E/kT = {dipole*field/kT:.4f} at "
      f"{field*1e-5:.0f} kV/cm")
warm_factor = (np.exp(-viscosity_slope * warming)
               * temperature / (temperature + warming))
print(f"warming {warming:.0f} K: tau {100*(warm_factor-1):+.1f} % "
      f"(viscosity {-viscosity_slope*100:.1f} %/K)")
print("tests ok")
```

Output:

```
radius 3.0 nm, viscosity 0.56 mPa s
temperature 298 K, dipole 50 D
friction 8 pi eta a^3 = 3.800e-28 N m s
D = 10.83 per microsecond
Debye time tau = 46.2 ns
loss-peak frequency = 3.45 MHz
budget 1000000 dipole-steps: c = 0.03066, v = 0.2312
best n: formula 20.11, direct search 20
main run: 20 steps per tau, N = 50000 dipoles
dt = 2.31 ns, y = 2 D dt = 0.0500
rms angle per component = 12.8 deg
lambda1 = 0.951030, exp(-y) = 0.951229
D_eff/D - 1 = 0.420 %, D dt/6 = 0.417 %
predicted rms error at tau = 0.00265
t/tau: simulated, exp(-t/tau), predicted bias, standard error
0.50: 0.60393, 0.60653, -0.00127, 0.00152
1.00: 0.36936, 0.36788, -0.00154, 0.00215
  P2 at tau: 0.05011 +- 0.00206, exp(-3) = 0.04979
2.00: 0.13649, 0.13534, -0.00113, 0.00252
3.00: 0.04925, 0.04979, -0.00062, 0.00257
largest error of |u|^2 = 4.4e-15
coupled runs to tau, N = 300000
n: coarse-fine, its error, predicted; bias est., exact bias
2: -0.00834, 0.00033, -0.00840; -0.01667, -0.01631
  direct error at n=2: -0.01783 +- 0.00089
4: -0.00422, 0.00024, -0.00401; -0.00844, -0.00791
8: -0.00211, 0.00018, -0.00196; -0.00421, -0.00389
16: -0.00089, 0.00013, -0.00097; -0.00178, -0.00193
noise per pair, n=16: 0.0694, predicted 0.0703
independent paths: 0.6815, variance gain 96
extrapolated C(tau) = 0.36711 +- 0.00090, exp(-1) = 0.36788
Var q, 32 steps: 0.2321, formula 0.2316
batch N=100: scatter 0.04870, formula 0.04813
batch N=1000: scatter 0.01605, formula 0.01522
inertia time 6.2 ps (density 5.8 g/cm3)
solvent memory 13.9 ps (density 0.87 g/cm3)
radius spread 5 %: tau of one-sigma particle +15.8 %
  ensemble C(3 tau) changes by +5.5 %
axis ratio 1.1: tau factor between 0.91 and 1.21
contact dipole energy 0.23 kT (permittivity 2.4)
neighbours within 4 radii 0.056 (volume fraction 0.1 %)
field energy mu E/kT = 0.0041 at 1 kV/cm
warming 5 K: tau -6.9 % (viscosity -1.1 %/K)
tests ok
```
